# The screened two-dimensional hydrogen model and its mass-independent limit

**Q.** I am told that the binding energy of an exciton in a two-dimensional semiconductor can be estimated from the polarizability of the sheet alone, without the effective masses. A heavier particle sits deeper in any attractive well. How can the mass drop out?

**A.** It drops out of a particular approximation, the screened hydrogen model, when screening is strong. It does not drop out of the Hamiltonian that the model approximates. To see both, we should start from that Hamiltonian. An electron and a hole with parabolic bands and reduced mass $\mu$ move in one infinitely thin, isotropic sheet with vacuum on both sides. Screening is static and electron-hole exchange is left out. With the centre of mass at rest, in Hartree atomic units,

$$H=-\frac{\nabla^2}{2\mu}+W(r),$$

where $\mathbf r$ is the in-plane separation and $W$ the screened attraction. The binding energy $E_b$ is minus the lowest eigenvalue.

**Q.** Why not take $W=-1/(\epsilon r)$ with the dielectric constant of the material?

**A.** Because a sheet has no such constant. Let its polarization be $\mathbf P=-\alpha\nabla_\parallel\phi\,\delta(z)$, where $\phi$ is the total potential. This defines the in-plane polarizability $\alpha$, which is a length. Put an external charge $e^{i\mathbf q\cdot\mathbf r}\delta(z)$ in the sheet. The induced charge is $-\nabla\cdot\mathbf P=\alpha\nabla_\parallel^2\phi\,\delta(z)$, which for this plane wave has amplitude $-\alpha q^2\phi(0)\,\delta(z)$. Poisson's equation, $-\nabla^2\phi=4\pi\rho$, becomes

$$\left(q^2-\partial_z^2\right)\phi(z)=4\pi\left[1-\alpha q^2\phi(0)\right]\delta(z).$$

Away from the sheet the decaying solution is $\phi(0)e^{-q|z|}$. Its slope jumps by $-2q\phi(0)$ at $z=0$, so integrating the equation across the sheet gives

$$2q\,\phi(0)=4\pi-4\pi\alpha q^2\phi(0),\qquad \phi(0)=\frac{2\pi}{q\,(1+2\pi\alpha q)}.$$

Without the sheet the answer would be $2\pi/q$. The ratio of the two is the dielectric function,

$$\epsilon(q)=1+r_0q,\qquad r_0=2\pi\alpha .$$

Long waves are not screened, because most of their field lines run through vacuum. Short waves are screened strongly. The derivation treats the layer as having no thickness, so it is justified for wavelengths much longer than the real thickness.

**Q.** Then hydrogen is the wrong starting point, since hydrogen needs a constant.

**A.** The model keeps hydrogen and chooses the constant according to the size of the state. Suppose first that some number $\epsilon$ is given. For a state without angular momentum,

$$-\frac{1}{2\mu}\left(\psi''+\frac{\psi'}{r}\right)-\frac{\psi}{\epsilon r}=E\psi .$$

Insert $\psi=e^{-r/a}$, for which $\psi'=-\psi/a$ and $\psi''=\psi/a^2$:

$$-\frac{1}{2\mu a^2}+\frac{1}{r}\left(\frac{1}{2\mu a}-\frac1\epsilon\right)=E .$$

This must hold at every $r$, so the bracket vanishes:

$$a=\frac{\epsilon}{2\mu},\qquad E_b=\frac{1}{2\mu a^2}=\frac{2\mu}{\epsilon^2}.$$

The function has no node, so it is the ground state. The length $a$ is also the mean separation, because $\int r^2e^{-2r/a}dr\big/\int re^{-2r/a}dr=2(a/2)^3/(a/2)^2=a$.

**Q.** And which wavevectors does a state of size $a$ feel?

**A.** The model answers: those with $q<1/a$, all points of that disc counting equally. This is a choice, not a theorem.

**Q.** Is there at least a reason for the edge $1/a$?

**A.** There is a motivation. We need one integral, which will serve several times. Write $J_0(kr)$ as the average of $e^{ikr\cos\theta}$ over $\theta$ and do the $r$ integral first:

$$\int_0^\infty e^{-\kappa r}J_0(kr)\,dr=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{\kappa-ik\cos\theta}=\frac{1}{2\pi}\int_0^{2\pi}\frac{\kappa\,d\theta}{\kappa^2+k^2\cos^2\theta}.$$

The imaginary part has averaged to zero. The four quadrants contribute equally, and $w=\tan\theta$ turns each into $\int_0^\infty \kappa\,dw/(\kappa^2+k^2+\kappa^2w^2)=\pi/(2\sqrt{\kappa^2+k^2})$. Hence

$$\int_0^\infty e^{-\kappa r}J_0(kr)\,dr=\frac{1}{\sqrt{\kappa^2+k^2}},\qquad \int_0^\infty r\,e^{-\kappa r}J_0(kr)\,dr=\frac{\kappa}{(\kappa^2+k^2)^{3/2}},$$

the second being minus the $\kappa$ derivative of the first. With $\kappa=1/a$, the momentum amplitude of the state is proportional to $(1+k^2a^2)^{-3/2}$. With $v=k^2a^2$, the share of the momentum distribution inside $k<1/a$ is

$$\frac{\int_0^1(1+v)^{-3}dv}{\int_0^\infty(1+v)^{-3}dv}=1-\frac14=\frac34 .$$

So the disc holds most of the momenta in the state. But $\epsilon(q)$ depends on the momentum exchanged between electron and hole, not on the momentum $k$ of their relative motion. The argument fixes a scale, not a weight.

**Q.** I shall return to that. What does the disc give?

**A.** Its area is $\pi/a^2$, so

$$\epsilon=\frac{a^2}{\pi}\int_0^{1/a}2\pi q\,(1+2\pi\alpha q)\,dq
=2a^2\left[\frac{1}{2a^2}+\frac{2\pi\alpha}{3a^3}\right]=1+\frac{4\pi\alpha}{3a}.$$

A small exciton is screened more than a large one.

**Q.** This is circular. You need $a$ to find $\epsilon$, and $\epsilon$ to find $a$.

**A.** That makes two equations for two unknowns. Insert $a=\epsilon/(2\mu)$ and multiply by $\epsilon$:

$$\epsilon=1+\frac{8\pi\alpha\mu}{3\epsilon}\quad\Longrightarrow\quad \epsilon^2-\epsilon-\frac{8\pi\alpha\mu}{3}=0 .$$

The product of the roots is negative, so exactly one is positive:

$$\epsilon=\frac{1+s}{2},\qquad s=\sqrt{1+\frac{32\pi\alpha\mu}{3}} .$$

Then $E_b=2\mu/\epsilon^2=2\mu\cdot4/(1+s)^2$, or

$$\boxed{E_b=\frac{8\mu}{\left(1+\sqrt{1+32\pi\alpha\mu/3}\right)^2}}$$

For $\alpha=0$ this returns the bare value $2\mu$.

**Q.** Show me numbers.

**A.** Take round model parameters, $\mu=0.25$ and $\alpha=12$ bohr, so that $r_0=75.4$ bohr. Then $32\pi\alpha\mu/3=32\pi=100.5$ and $s=\sqrt{101.5}=10.08$. The dielectric number is $\epsilon=11.08/2=5.54$ and the radius is $a=5.54/0.5=11.08$ bohr. The self-consistency can be checked by hand: $1+2r_0/(3a)=1+150.8/33.2=5.54$. The binding energy is

$$E_b=\frac{2\times0.25}{5.54^2}=0.0163\ \text{hartree}=0.444\ \text{eV},$$

compared with $0.5$ hartree without screening.

**Q.** The mass is still in your formula.

**A.** Now make $\alpha\mu$ large. The definition of $s$ gives $s^2-1=32\pi\alpha\mu/3$, so $8\mu=\frac{3}{4\pi\alpha}(s^2-1)$. Since $s^2-1=(s-1)(s+1)$, the result can be rewritten without approximation as

$$E_b=\frac{3}{4\pi\alpha}\,\frac{s-1}{s+1}\;\longrightarrow\;\frac{3}{4\pi\alpha}\qquad(\alpha\mu\gg1).$$

The mass cancels because a heavier pair forms a smaller state, which feels stronger screening. In this regime $\epsilon^2\simeq8\pi\alpha\mu/3$ grows in proportion to $\mu$, and so does the numerator of $2\mu/\epsilon^2$.

**Q.** How close is the example to this limit?

**A.** Not very close. The relative deficit is $1-(s-1)/(s+1)=2/(s+1)$, which falls only as the inverse square root of $\alpha\mu$. Here it is $2/11.08=0.18$. The limit is $0.0199$ hartree, or $0.541$ eV, and the model reaches 82% of it. Within the model the limit is an upper bound, since $(s-1)/(s+1)<1$.

**Q.** So far you have solved your own approximation. What does the Hamiltonian with the full $\epsilon(q)$ say?

**A.** For the same parameters its numerical ground state has $E_b=0.0210$ hartree, or $0.571$ eV. Two independent discretizations, one in a Gaussian basis and one on a real-space grid, agree on this; they belong to the numerical check that accompanies the derivation. The model lies 22% below that value. The full result is even above the model's limit, so $3/(4\pi\alpha)$ is no bound on the Hamiltonian. Neither number is a prediction for a real material, because both share the assumptions made at the start.

**Q.** Then does the true binding energy of this Hamiltonian saturate at some other value?

**A.** It does not saturate. To see why, we need $W$ in real space. The inverse transform of $-2\pi/[q(1+r_0q)]$ is

$$W(r)=-\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .$$

Write $1/(1+r_0q)=\int_0^\infty e^{-t(1+r_0q)}dt$ and do the $q$ integral with the first formula above, with $\kappa=r_0t$ and the roles of $r$ and $k$ played by $q$ and $r$:

$$W(r)=-\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+r_0^2t^2}} .$$

For $r\gg r_0$ the exponential cuts off the integral while the root is still close to $r$, so $W\to-1/r$. For $r\ll r_0$, set $y=r/r_0$ and integrate by parts. The antiderivative of $1/\sqrt{y^2+t^2}$ is $\operatorname{arsinh}(t/y)$, the boundary terms vanish, and for small $y$ we may replace $\operatorname{arsinh}(t/y)$ by $\ln(2t/y)$:

$$-r_0W=\int_0^\infty e^{-t}\operatorname{arsinh}\frac ty\,dt\simeq\ln\frac2y+\int_0^\infty e^{-t}\ln t\,dt=\ln\frac{2}{y}-\gamma ,$$

where $\gamma$ is Euler's constant. Thus

$$W(r)\simeq\frac1{r_0}\left[\ln\frac{r}{2r_0}+\gamma\right]\qquad(r\ll r_0).$$

**Q.** A logarithm is still a well. What does the mass do in it?

**A.** Measure lengths in units of $\ell=\sqrt{r_0/\mu}$, with $\mathbf r=\ell\boldsymbol\xi$. The kinetic energy becomes $-\nabla_\xi^2/(2\mu\ell^2)=-\nabla_\xi^2/(2r_0)$. Since $\ell/r_0=(\mu r_0)^{-1/2}$, the logarithm becomes $\ln\xi-\frac12\ln(\mu r_0)-\ln2$. Therefore

$$H\simeq\frac{1}{r_0}\left[-\frac12\nabla_\xi^2+\ln\xi-\frac12\ln(\mu r_0)-\ln2+\gamma\right].$$

The first two terms contain no parameter. Their lowest eigenvalue is $e_0=0.180$, found numerically. Hence, for $\ell\ll r_0$, that is $\mu r_0\gg1$,

$$r_0E_b\simeq\frac12\ln(\mu r_0)+\ln2-\gamma-e_0=\frac12\ln(\mu r_0)-0.064 .$$

At $\mu r_0=10^6$ this gives $6.844$, and the numerical solution of the full Hamiltonian gives $6.845$. In the same units the model's limit is $r_0\cdot3/(4\pi\alpha)=3/2$. The mass-independent limit is therefore a correct statement about the model and a false one about the Hamiltonian, whose binding grows without bound, though slowly.

**Q.** Where did the model lose the logarithm?

**A.** In the average it takes. The model averages $\epsilon$ with the area weight $q\,dq$ of the disc, and for $r_0\gg a$ that mean is set by wavevectors of order $1/a$. The energy averages $1/\epsilon$, and it does so with a weight close to $dq$ at small $q$. Let $\rho(q)$ be the Fourier transform of the normalized density $|\psi|^2$. The potential energy in the state is

$$\langle W\rangle=-\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q\,\epsilon(q)}\,\rho(q)=-\int_0^\infty\frac{\rho(q)}{1+r_0q}\,dq .$$

For $q$ well below $1/a$, $\rho$ is close to one. That part of the integral behaves as $\int_0^{1/a}dq/(1+r_0q)=\ln(1+r_0/a)/r_0$. Every scale between $1/r_0$ and $1/a$ contributes, and that window widens as the mass grows. The model instead has $\langle W\rangle=-2E_b$, as we see from $\langle 1/r\rangle=2/a$ and $2/(\epsilon a)=4\mu/\epsilon^2$. This tends to $-3/r_0$, with no trace of the window. Averaging $1/\epsilon$ over the same disc would not restore it. That mean is $2a^2\int_0^{1/a}q\,dq/(1+r_0q)\simeq2a/r_0$ for $r_0\gg a$, so with $a=\epsilon/(2\mu)$ we get $\epsilon^2\simeq\mu r_0$ and $r_0E_b\to2$, again a constant, because the factor $q$ in the area weight suppresses the long waves. Using one number is not by itself what removes the logarithm. Suppose the number is fixed by setting $2/(\epsilon a)$ equal to the integral above. The relation $\langle W\rangle=-2E_b$ still holds, so $r_0E_b\simeq\frac12\ln(r_0/a)$ up to an additive constant of about $0.19$, which grows as $\frac14\ln(\mu r_0)$ to leading order, half the rate of the full Hamiltonian.

**Q.** So the model always binds too weakly?

**A.** No. For weak screening it binds too strongly, and this is where your earlier doubt about the weight matters. The density is proportional to $e^{-2r/a}$, so the second integral above, with $\kappa=2/a$ and normalized to one at $q=0$, gives

$$\rho(q)=\left(1+\frac{q^2a^2}{4}\right)^{-3/2}.$$

To first order in $r_0$ we have $1/(1+r_0q)\simeq1-r_0q$, and the energy shift is the expectation value of the change in $W$ in the unscreened state. With $v=q^2a^2/4$ and $q\,dq=2\,dv/a^2$,

$$\delta E=r_0\int_0^\infty q\,\rho(q)\,dq=\frac{2r_0}{a^2}\int_0^\infty(1+v)^{-3/2}dv=\frac{4r_0}{a^2}=16\mu^2r_0 ,$$

since $a=1/(2\mu)$ without screening. The shift is upward, so

$$E_b\simeq2\mu\,(1-8\mu r_0)\qquad(\mu r_0\ll1).$$

For the model, $32\pi\alpha\mu/3=16\mu r_0/3$, hence $s\simeq1+8\mu r_0/3$ and

$$E_b\simeq\frac{8\mu}{(2+8\mu r_0/3)^2}\simeq2\mu\left(1-\frac83\mu r_0\right).$$

The model captures one third of the initial loss of binding. Numerically, at $\mu r_0=2\times10^{-4}$, the two coefficients come out as 7.929 and 2.665, close to $8$ and $8/3$.

**Q.** Why a factor of three?

**A.** Because of the mean wavevector. The Coulomb energy weights $q$ with $\rho(q)\,dq$. The substitution $q=(2/a)\tan\theta$ gives $\int_0^\infty\rho\,dq=(2/a)\int_0^{\pi/2}\cos\theta\,d\theta=2/a$, so

$$\langle q\rangle_{\rm Coulomb}=\frac{4/a^2}{2/a}=\frac2a,\qquad
\langle q\rangle_{\rm disc}=2a^2\int_0^{1/a}q^2dq=\frac{2}{3a}.$$

To first order, $\delta\epsilon=r_0\langle q\rangle$ is what enters $E_b=2\mu/\epsilon^2$. The disc takes too small a mean.

**Q.** Then use the correct mean and be done.

**A.** That would repair one end and damage the other. Setting $\epsilon=1+2r_0/a$ instead of $1+2r_0/(3a)$ amounts to replacing $\alpha$ by $3\alpha$ in the final formula. The strong-screening limit would fall from $3/(2r_0)$ to $1/(2r_0)$, still further below the growing binding energy of the Hamiltonian. The mean of $\epsilon$ is the right quantity when $r_0q$ is small. When it is large, the energy depends on the mean of $1/\epsilon$ with the weight $\rho(q)\,dq$, which favours the weakly screened long waves.

**Q.** If it is too strong at one end and too weak at the other, there must be a point where it is right.

**A.** By continuity there must, and it lies at $\mu r_0\approx3.9$. Dividing $H$ by $\mu$ and using $\mu r$ as the coordinate shows that $E_b/\mu$ depends on the product $\mu r_0$ alone, so one scan covers all masses and polarizabilities:

| $\mu r_0$ | $r_0E_b$, model | $r_0E_b$, full | model/full |
|---:|---:|---:|---:|
| 0.01 | 0.0195 | 0.0187 | 1.04 |
| 0.1 | 0.160 | 0.135 | 1.18 |
| 1 | 0.647 | 0.550 | 1.18 |
| 10 | 1.14 | 1.32 | 0.86 |
| 100 | 1.38 | 2.32 | 0.59 |
| 1000 | 1.46 | 3.42 | 0.43 |

At the listed points up to $\mu r_0=10$ the model differs from the full result by less than 19% of the full value, but this is not a bound on the range: at $\mu r_0=0.3$ the model overbinds by 23%. The agreement near the crossing only marks where the error changes sign, between the overbinding found for weak screening and the underbinding found for strong screening. It is not a sign that the disc average has become accurate. And where the mass-independent limit is well satisfied by the model, at the bottom of the table, the model itself is poor.

**Q.** May I then still say that the binding energy hardly depends on the mass?

**A.** For strong screening, $\mu r_0$ well above one, you may say that the dependence is weak, and you should say how weak; for weak screening $E_b\simeq2\mu$ is proportional to the mass. In the example, at fixed $\alpha$, doubling $\mu$ from $0.25$ to $0.5$ raises the model energy from $0.0163$ to $0.0173$ hartree, which is 6%. The full Hamiltonian goes from $0.0210$ to $0.0249$ hartree, which is 19%. Halving the mass lowers them by 8% and 18%. A factor of two in the mass thus costs far less than a factor of two in the energy, but in this example the model makes the dependence look weaker than it is.

For strong screening the polarizability matters more. In the model's limit $E_b$ is inversely proportional to $\alpha$, and in the full problem at large $\mu r_0$ it is inversely proportional to $\alpha$ apart from the logarithm. That is the sound core of the claim you began with.

**Q.** When should I not use the formula at all?

**A.** There are two kinds of failure. The first is internal: for $\mu r_0$ of 100 and above, the missing logarithm costs 40% or more of the binding energy. The second comes from the Hamiltonian. If the sheet lies on a substrate, the field outside it is no longer that of vacuum, and the jump condition that gave $\epsilon(q)=1+r_0q$ must be derived again. If $a$ is not much larger than the thickness of the layer, the zero-thickness derivation no longer covers the wavevectors that matter, and the interaction must be worked out for the real layer. The correction need not be large: take a uniform slab of thickness $d=12$ bohr and bulk dielectric constant $\epsilon_s$, with the charges spread evenly across it. If the slab has the polarizability of the example, $r_0=(\epsilon_s-1)d/2$, the full binding energy falls by about 5%. If $r_0$ is matched instead as $\epsilon_sd/2$, it changes by less than 1%. Strongly non-parabolic bands, exchange and dynamic screening lie outside both the model and the numerical solution used here to judge it, so agreement between those two says nothing about them.

## Table of computed values

```
reduced mass mu = 0.25 electron masses
polarizability alpha = 12.0 bohr
screening length r0 = 75.398 bohr
mu*r0 = 18.850 (dimensionless)
32 pi alpha mu/3 = 100.531 (dimensionless)
s = sqrt(1 + 32 pi alpha mu/3) = 10.0763
average dielectric number eps = 5.5381
state radius a = 11.076 bohr
disc edge 1/a = 0.09028 1/bohr
eps(q) at the disc edge = 7.8072
unscreened binding 2 mu = 0.500 hartree
model E_b = 0.016302 hartree = 0.4436 eV
limit 3/(4 pi alpha) = 0.019894 hartree = 0.5414 eV
model E_b / limit = 0.8194
full Hamiltonian, Gaussian basis: E_b = 0.020984 hartree = 0.5710 eV
full Hamiltonian, real-space grid: E_b = 0.020984 hartree
model / full = 0.7769
mass dependence at the same alpha (hartree):
  mu = 0.125: model 0.015018, full 0.017241
  mu = 0.250: model 0.016302, full 0.020984
  mu = 0.500: model 0.017279, full 0.024942
momentum weight inside k < 1/a = 0.7500
mean q times a: Coulomb weight 2.0000, disc 0.6667
weak-screening slope at mu*r0 = 2e-04: full 7.929, model 2.665
lowest level e0 of the logarithmic problem = 0.17994
constant ln 2 - gamma - e0 = -0.06400
scan: mu*r0, r0*E_b model, r0*E_b full, model/full
        0.01  0.01948  0.01870  1.0418
        0.10  0.15968  0.13480  1.1846
        1.00  0.64691  0.54954  1.1772
       10.00  1.14162  1.32330  0.8627
      100.00  1.37560  2.32096  0.5927
     1000.00  1.45948  3.41717  0.4271
  1000000.00  1.49870  6.84464  0.2190
model equals full Hamiltonian at mu*r0 = 3.904
```
